# Branch-point energy of tight-binding silicon from Brillouin-zone averages: a numerical check

```python
"""Schleife estimate of the branch-point energy of silicon (sp3s* tight binding).

Result under test:
  E_BP(NV,NC) = [V(NV) + C(NC)] / 2
V(NV): Brillouin-zone mean of the NV highest valence bands,
C(NC): Brillouin-zone mean of the NC lowest conduction bands.
Energies in eV from the valence-band maximum; lengths in units of the cubic
lattice constant a unless marked; N is the number of mesh points per axis.
Also tested: mesh-convergence laws, the trace rule for the all-band choice,
and a one-dimensional model whose true branch point is known.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

# Vogl sp3s* parameters for silicon, eV
SI = dict(Es=-4.2, Ep=1.715, Ex=6.685, ss=-8.3, xx=1.715, xy=4.575,
          sp=5.7292, xp=5.3749)
CELL = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
BONDS = 0.25 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
SIGNS = np.array([[1, 1, 1, 1], [1, 1, -1, -1], [1, -1, 1, -1], [1, -1, -1, 1]])


def hamiltonian(k, p=SI):
    """Bloch matrices; k has shape (n,3), Cartesian, in units of 2 pi/a."""
    k = np.atleast_2d(k)
    g = np.exp(2j * np.pi * k @ BONDS.T) @ SIGNS.T / 4
    b = np.zeros((len(k), 5, 5), complex)
    b[:, 0, 0] = p["ss"] * g[:, 0]
    for i in range(3):
        b[:, 0, 1 + i] = p["sp"] * g[:, 1 + i]
        b[:, 1 + i, 0] = -p["sp"] * g[:, 1 + i]
        b[:, 4, 1 + i] = p["xp"] * g[:, 1 + i]
        b[:, 1 + i, 4] = -p["xp"] * g[:, 1 + i]
        for j in range(3):
            b[:, 1 + i, 1 + j] = (p["xx"] * g[:, 0] if i == j
                                  else p["xy"] * g[:, 1 + (3 - i - j)])
    h = np.zeros((len(k), 10, 10), complex)
    onsite = [p["Es"], p["Ep"], p["Ep"], p["Ep"], p["Ex"]]
    h[:, range(10), range(10)] = onsite * 2
    h[:, :5, 5:] = b
    h[:, 5:, :5] = b.conj().transpose(0, 2, 1)
    return h


def bands(k, p=SI):
    return np.linalg.eigvalsh(hamiltonian(k, p))


def mesh_points(n, shift=0.0):
    f = (np.arange(n) + shift) / n
    frac = np.stack(np.meshgrid(f, f, f, indexing="ij"), -1).reshape(-1, 3)
    return frac @ np.linalg.inv(CELL).T


def vmean(e, nv, nocc=4):
    return e[..., nocc - nv:nocc].mean()


def cmean(e, nc, nocc=4):
    return e[..., nocc:nocc + nc].mean()


def ebp(e, nv=2, nc=1, nocc=4):
    return 0.5 * (vmean(e, nv, nocc) + cmean(e, nc, nocc))


# ---- one-dimensional chain: true branch point from the secular polynomial
t1, t2, delta, tp = 1.5, 1.0, 0.5, 0.1


def chain_decay(energy):
    """Smallest decay constant per cell at a gap energy."""
    x = np.array([-tp, energy, -tp])             # z*(E - tp*(z + 1/z))
    hop = np.polymul([t2, t1], [t1, t2])         # z*(t1 + t2 z)(t1 + t2/z)
    poly = np.polysub(np.polymul(x, x), np.polymul([1, 0], hop))
    poly = np.polysub(poly, [delta**2, 0, 0])
    return np.min(np.abs(np.log(np.abs(np.roots(poly)))))


best = minimize_scalar(lambda en: -chain_decay(en), bounds=(-0.8, 0.4),
                       method="bounded", options=dict(xatol=1e-8))
chain_formula = -2 * tp * (delta**2 + t1**2 + t2**2) / (2 * t1 * t2)
assert abs(best.x - chain_formula) < 1e-4
q = 2 * np.pi * np.arange(200) / 200
hc = np.zeros((200, 2, 2), complex)
hc[:, 0, 0] = 2 * tp * np.cos(q) + delta
hc[:, 1, 1] = 2 * tp * np.cos(q) - delta
hc[:, 0, 1] = t1 + t2 * np.exp(1j * q)
hc[:, 1, 0] = hc[:, 0, 1].conj()
chain_average = np.linalg.eigvalsh(hc).mean()
assert abs(chain_average) < 1e-10

# ---- real-space periodic cluster from Slater-Koster integrals
L = 4
ss_sigma = SI["ss"] / 4
sp_sigma = np.sqrt(3) * SI["sp"] / 4
xp_sigma = np.sqrt(3) * SI["xp"] / 4
pp_sigma = (SI["xx"] + 2 * SI["xy"]) / 4
pp_pi = (SI["xx"] - SI["xy"]) / 4
cluster = np.zeros((10 * L**3, 10 * L**3))


def first_orbital(n):
    n = np.mod(n, L)
    return 10 * ((n[0] * L + n[1]) * L + n[2])


neighbours = 0
for cell in np.ndindex(L, L, L):
    o = first_orbital(cell)
    for r in range(10):
        cluster[o + r, o + r] = [SI["Es"], SI["Ep"], SI["Ep"], SI["Ep"],
                                 SI["Ex"]][r % 5]
    for step in np.ndindex(3, 3, 3):
        m = np.array(step) - 1
        d = m @ CELL + 0.25
        if abs(np.linalg.norm(d) - np.sqrt(3) / 4) > 1e-8:
            continue
        neighbours += 1
        u = d / np.linalg.norm(d)
        blk = np.zeros((5, 5))
        blk[0, 0] = ss_sigma
        blk[0, 1:4], blk[1:4, 0] = sp_sigma * u, -sp_sigma * u
        blk[4, 1:4], blk[1:4, 4] = xp_sigma * u, -xp_sigma * u
        blk[1:4, 1:4] = np.outer(u, u) * (pp_sigma - pp_pi) + pp_pi * np.eye(3)
        c = first_orbital(np.array(cell) + m) + 5
        cluster[o:o + 5, c:c + 5] += blk
        cluster[c:c + 5, o:o + 5] += blk.T
assert neighbours == 4 * L**3
e4 = bands(mesh_points(L))
cluster_error = np.max(np.abs(np.linalg.eigvalsh(cluster) - np.sort(e4.ravel())))
assert cluster_error < 1e-8

# Green function between cells displaced by a(1,1,0)/2: inverse versus bands
green_cluster = np.linalg.inv(0.5 * np.eye(len(cluster)) - cluster)
o = first_orbital((0, 0, 1))
direct = np.trace(green_cluster[:10, o:o + 10])
wave = np.exp(2j * np.pi * mesh_points(L) @ CELL[2])
spectral = np.mean(wave * (1 / (0.5 - e4)).sum(1))
assert abs(direct - spectral) < 1e-9

# ---- band edges and effective masses
vbm = bands([0, 0, 0])[0, 3]
assert abs(vbm) < 1e-9
edge = minimize_scalar(lambda x: bands([x, 0, 0])[0, 4], bounds=(0.4, 0.99),
                       method="bounded", options=dict(xatol=1e-9))
x0, gap = edge.x, edge.fun
assert 0.9 < gap < 1.4
a_nm = 0.543
h = 0.01
dk = 2 * np.pi * h / (a_nm * 1e-9)


def mass(direction):
    v = h * np.array(direction, float)
    k0 = np.array([x0, 0, 0])
    e = bands(np.array([k0 - v, k0, k0 + v]))[:, 4]
    curvature = (e[0] - 2 * e[1] + e[2]) * const.e / dk**2
    return const.hbar**2 / curvature / const.m_e


mass_l, mass_t = mass([1, 0, 0]), mass([0, 1, 0])

# ---- mesh convergence
sizes = [4, 6, 8, 12, 16, 24, 32]
E = {n: bands(mesh_points(n)) for n in sizes}
ref = E[32]
assert ref[:, 4].min() >= gap - 1e-8
quantities = {"E_BP(2,1)": ebp, "V(2)": lambda e: vmean(e, 2),
              "C(1)": lambda e: cmean(e, 1), "V(4)": lambda e: vmean(e, 4)}
change = {name: (abs(f(E[16]) - f(E[8])), abs(f(E[32]) - f(E[16])))
          for name, f in quantities.items()}
# isolated group converges much faster than any cubic law (factor 8)
assert change["V(4)"][1] < change["V(4)"][0] / 30
assert change["C(1)"][1] > 10 * change["V(4)"][1]
direct_gap = (ref[:, 4] - ref[:, 3]).min()
assert direct_gap > 0.5

# touching of the two lowest conduction bands on X-W, with linear splitting
line = bands([[1, 0.3, 0], [1 - 1e-3, 0.3, 0], [1 - 2e-3, 0.3, 0]])
split = line[:, 5] - line[:, 4]
assert split[0] < 1e-8 and abs(split[2] / split[1] - 2) < 0.05


def cone_average(n):
    s = np.sin(np.pi * np.arange(n) / n)**2
    return np.sqrt(s[:, None] + s[None, :]).mean()


cone = [cone_average(n) for n in (16, 32, 64)]
cone_power = np.log2(abs((cone[1] - cone[0]) / (cone[2] - cone[1])))
assert abs(cone_power - 3) < 0.1

# independent quadratures of the zone average
x, w = np.polynomial.legendre.leggauss(20)
x, w = (x + 1) / 2, w / 2
pts = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
wt = np.einsum("i,j,k->ijk", w, w, w).ravel()
eg = bands(pts)
gauss = 0.5 * (wt @ eg[:, 2:4].mean(1) + wt @ eg[:, 4])
shifted = ebp(bands(mesh_points(16, 0.5)))
final = ebp(ref)
assert abs(gauss - final) < 0.005
assert abs(shifted - final) < 0.01

# ---- all-band choice is fixed by on-site energies and the valence mean
trace = 2 * (SI["Es"] + 3 * SI["Ep"] + SI["Ex"])
assert abs(ebp(ref, 4, 6) - (trace / 12 + vmean(ref, 4) / 6)) < 1e-9
extra = 20.0
all_extra = 0.5 * (vmean(ref, 4) + (6 * cmean(ref, 6) + 2 * extra) / 8)


def folded(e, n, s):
    """V, C and estimate for an s*s*s supercell, counts (2 s^3, s^3)."""
    f = e.reshape(s, n // s, s, n // s, s, n // s, 10)
    f = f.transpose(1, 3, 5, 0, 2, 4, 6)
    val = np.sort(f[..., :4].reshape((n // s)**3, -1), axis=1)
    con = np.sort(f[..., 4:].reshape((n // s)**3, -1), axis=1)
    v, c = val[:, -2 * s**3:].mean(), con[:, :s**3].mean()
    return v, c, 0.5 * (v + c)


def green_zeros(e, n, cells):
    """Gap energies where G(R,E) changes sign, R = m a(1,1,0)/2."""
    grid = np.linspace(0.05, gap - 0.05, 56)
    s = np.array([(1 / (en - e)).sum(1).reshape(n, n, n).mean((0, 1))
                  for en in grid])
    out = []
    for m in cells:
        g = s @ np.cos(2 * np.pi * m * np.arange(n) / n) / n
        i = np.where(g[:-1] * g[1:] < 0)[0]
        z = grid[i] - g[i] * (grid[i + 1] - grid[i]) / (g[i + 1] - g[i])
        out.append(" ".join(f"{t:.3f}" for t in z) or "none")
    return out


# ---- neglected effects: spin-orbit coupling, temperature, parameters
so_split = 0.044
xi = 2 * so_split / 3
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
so = np.zeros((20, 20), complex)
for i in range(3):
    ang = np.zeros((3, 3), complex)
    j, l = (i + 1) % 3, (i + 2) % 3
    ang[j, l], ang[l, j] = -1j, 1j
    orb = np.zeros((10, 10), complex)
    orb[1:4, 1:4] = orb[6:9, 6:9] = ang
    so += xi * np.kron(orb, pauli[i] / 2)


def spin_bands(k):
    hk = np.einsum("kij,ab->kiajb", hamiltonian(k), np.eye(2))
    return np.linalg.eigvalsh(hk.reshape(-1, 20, 20) + so)


top = spin_bands([0, 0, 0])[0]
assert abs(top[7] - so_split / 3) < 1e-8
assert abs(top[7] - top[3] - so_split) < 1e-8 or abs(top[7] - top[2] - so_split) < 1e-8
so_shift = ebp(spin_bands(mesh_points(12)), 4, 2, 8) - top[7] - ebp(E[12])
gap_drop = 0.05
cooled = E[12].copy()
cooled[:, 4:] -= gap_drop
thermal_shift = ebp(cooled) - ebp(E[12])
variation = []
for factor in (0.95, 1.05):
    p = dict(SI, xp=SI["xp"] * factor)
    g = minimize_scalar(lambda y: bands([y, 0, 0], p)[0, 4],
                        bounds=(0.4, 0.99), method="bounded").fun
    variation.append((factor, g, ebp(bands(mesh_points(12), p)) - ebp(E[12])))

# ---- output
print("Vogl sp3s* silicon, eV:", " ".join(f"{n}={v}" for n, v in SI.items()))
print(f"chain t1,t2,Delta,t' (eV): {t1} {t2} {delta} {tp}")
print(f"chain true branch point {best.x:.4f} eV, formula {chain_formula:.4f} eV,"
      f" zone average {abs(chain_average):.4f} eV")
print(f"cluster-Bloch largest level difference {cluster_error:.1e} eV")
print(f"gap {gap:.4f} eV at k = {x0:.4f} (2pi/a) on Gamma-X")
print(f"smallest direct gap on N=32 mesh {direct_gap:.3f} eV")
print(f"masses (m_e), a={a_nm} nm: longitudinal {mass_l:.3f},"
      f" transverse {mass_t:.3f}")
print("N   k-points  E_BP(2,1)   V(2)       C(1)       V(4)  (eV)")
for n in sizes:
    print(f"{n:2d} {n**3:7d} " + " ".join(f"{f(E[n]):10.6f}"
                                        for f in quantities.values()))
for name, (d1, d2) in change.items():
    print(f"{name}: |N16-N8| {d1:.2e} eV, |N32-N16| {d2:.2e} eV,"
          f" apparent power {np.log2(d1 / d2):.2f}")
print(f"two-dimensional cone: error power {cone_power:.3f}")
print(f"E_BP(2,1): Gauss {gauss:.5f} eV, half-shifted N=16 {shifted:.5f} eV")
print("band means, lowest to highest (eV):",
      " ".join(f"{v:.3f}" for v in ref.mean(0)))
print("E_BP table (eV), columns NC = 1..6")
inside = 0
for nv in range(1, 5):
    row = [ebp(ref, nv, nc) for nc in range(1, 7)]
    inside += sum(0 < v < gap for v in row)
    print(f"NV={nv}: " + " ".join(f"{v:7.3f}" for v in row))
print(f"choices inside the gap: {inside} of 24")
print(f"trace of H {trace:.3f} eV; all-band estimate {ebp(ref, 4, 6):.4f} eV")
print(f"all-band estimate with decoupled orbitals at {extra} eV:"
      f" {all_extra:.4f} eV")
for s in (1, 2, 4, 32):
    v, c, b = folded(ref, 32, s)
    print(f"supercell {s}x{s}x{s}: V {v:.4f}, C {c:.4f}, E_BP {b:.4f} eV")
z24 = green_zeros(E[24], 24, range(1, 7))
z32 = green_zeros(ref, 32, range(1, 7))
for m in range(1, 7):
    print(f"G zeros, R={m} x a(110)/2: N=24: {z24[m-1]}; N=32: {z32[m-1]} eV")
print(f"full-pinning barriers: n-type {gap - final:.3f} eV,"
      f" p-type {final:.3f} eV")
print(f"spin-orbit (rough splitting {so_split} eV): E_BP shift"
      f" {so_shift:.4f} eV from new band top")
print(f"gap drop to 300 K (rough {gap_drop} eV): E_BP shift"
      f" {thermal_shift:.4f} eV")
for factor, g, d in variation:
    print(f"s*-p coupling x {factor}: gap {g:.3f} eV, E_BP shift {d:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Vogl sp3s* silicon, eV: Es=-4.2 Ep=1.715 Ex=6.685 ss=-8.3 xx=1.715 xy=4.575 sp=5.7292 xp=5.3749
chain t1,t2,Delta,t' (eV): 1.5 1.0 0.5 0.1
chain true branch point -0.2333 eV, formula -0.2333 eV, zone average 0.0000 eV
cluster-Bloch largest level difference 9.2e-14 eV
gap 1.1713 eV at k = 0.7311 (2pi/a) on Gamma-X
smallest direct gap on N=32 mesh 3.073 eV
masses (m_e), a=0.543 nm: longitudinal 0.742, transverse 1.622
N   k-points  E_BP(2,1)   V(2)       C(1)       V(4)  (eV)
 4      64  -0.120797  -2.030668   1.789074  -5.076007
 6     216  -0.124228  -2.034759   1.786303  -5.078638
 8     512  -0.125483  -2.034931   1.783965  -5.078807
12    1728  -0.126364  -2.034879   1.782151  -5.078823
16    4096  -0.126613  -2.034862   1.781636  -5.078824
24   13824  -0.126754  -2.034856   1.781347  -5.078824
32   32768  -0.126793  -2.034855   1.781269  -5.078824
E_BP(2,1): |N16-N8| 1.13e-03 eV, |N32-N16| 1.80e-04 eV, apparent power 2.65
V(2): |N16-N8| 6.87e-05 eV, |N32-N16| 7.12e-06 eV, apparent power 3.27
C(1): |N16-N8| 2.33e-03 eV, |N32-N16| 3.67e-04 eV, apparent power 2.67
V(4): |N16-N8| 1.70e-05 eV, |N32-N16| 5.49e-09 eV, apparent power 11.60
two-dimensional cone: error power 3.003
E_BP(2,1): Gauss -0.12683 eV, half-shifted N=16 -0.12693 eV
band means, lowest to highest (eV): -10.117 -6.129 -2.261 -1.809 1.781 2.677 5.256 5.695 9.686 10.480
E_BP table (eV), columns NC = 1..6
NV=1:  -0.014   0.210   0.715   1.022   1.605   2.060
NV=2:  -0.127   0.097   0.602   0.909   1.492   1.947
NV=3:  -0.809  -0.585  -0.081   0.226   0.810   1.265
NV=4:  -1.649  -1.425  -0.920  -0.613  -0.030   0.425
choices inside the gap: 9 of 24
trace of H 15.260 eV; all-band estimate 0.4252 eV
all-band estimate with decoupled orbitals at 20.0 eV: 2.1840 eV
supercell 1x1x1: V -2.0349, C 1.7813, E_BP -0.1268 eV
supercell 2x2x2: V -2.0082, C 1.6963, E_BP -0.1559 eV
supercell 4x4x4: V -2.0068, C 1.6863, E_BP -0.1603 eV
supercell 32x32x32: V -2.0066, C 1.6850, E_BP -0.1608 eV
G zeros, R=1 x a(110)/2: N=24: none; N=32: none eV
G zeros, R=2 x a(110)/2: N=24: 1.031; N=32: 1.031 eV
G zeros, R=3 x a(110)/2: N=24: 0.605; N=32: 0.605 eV
G zeros, R=4 x a(110)/2: N=24: none; N=32: none eV
G zeros, R=5 x a(110)/2: N=24: 0.892; N=32: 0.892 eV
G zeros, R=6 x a(110)/2: N=24: 0.834; N=32: 0.834 eV
full-pinning barriers: n-type 1.298 eV, p-type -0.127 eV
spin-orbit (rough splitting 0.044 eV): E_BP shift -0.0147 eV from new band top
gap drop to 300 K (rough 0.05 eV): E_BP shift -0.0250 eV
s*-p coupling x 0.95: gap 1.375 eV, E_BP shift 0.0928 eV
s*-p coupling x 1.05: gap 0.969 eV, E_BP shift -0.0930 eV
ALL CHECKS PASSED
```
